# Resistance of a circular transfer-length structure with disc and ring contacts

A thin conducting film carries two metal contacts: a disc covering $r<a$ and a concentric ring covering $b<r<c$. The film between them is bare. Its sheet resistance, which is resistivity divided by thickness, is $R_s$ in the gap and $R_{sk}$ beneath the metal, in ohms per square. The two may differ, because forming a contact can alter the film under it. The interface has a specific contact resistivity $\rho_c$, defined by

$$J=\frac{\text{voltage across the interface}}{\rho_c},$$

where $J$ is the current per unit area crossing it. The combination

$$L=\sqrt{\frac{\rho_c}{R_{sk}}}$$

is a length, called the transfer length. A current $I>0$ enters through the disc, flows outward and leaves through the ring. The potential of the film is $V(r)$, the metals are at $V_d$ and $V_r$, and the resistance sought is $R=(V_d-V_r)/I$.

The model assumes steady flow, axial symmetry, metals that are equipotentials, and an interface that is linear in voltage. The film is thin compared with $L$, so that one potential describes its whole depth. No current passes into the substrate or beyond $r=c$.

Let $I(r)$ be the total current flowing outward in the film through the circle of radius $r$. The current per unit length of that circle is $I(r)/(2\pi r)$, and Ohm's law for a sheet equates it to the radial field $-dV/dr$ divided by the sheet resistance:

$$I(r)=-\frac{2\pi r}{R_{\rm sheet}}\frac{dV}{dr}.\tag{1}$$

In the gap nothing enters or leaves the film, so $I(r)=I$ and $R_{\rm sheet}=R_s$. Hence $dV/dr=-IR_s/(2\pi r)$, and integration from $a$ to $b$ gives

$$\frac{V(a)-V(b)}{I}=\frac{R_s}{2\pi}\int_a^b\frac{dr}{r}=\frac{R_s}{2\pi}\ln\frac ba.\tag{2}$$

The logarithm expresses the widening of the current path with radius.

Under the disc, current passes from metal to film. Put $u=V_d-V$, which is positive. An annulus of width $dr$ has area $2\pi r\,dr$ and adds $2\pi r\,dr\,u/\rho_c$ to the sheet current. Since $V_d$ is constant, $dV/dr=-u'$, and (1) becomes the second of

$$\frac{dI}{dr}=\frac{2\pi r}{\rho_c}u,\qquad I(r)=\frac{2\pi r}{R_{sk}}u'.\tag{3}$$

Differentiating the second relation and equating it to the first gives $(ru')'/R_{sk}=ru/\rho_c$. Multiplication by $R_{sk}/r$ yields

$$u''+\frac1r u'-\frac{u}{L^2}=0.\tag{4}$$

With $x=r/L$ this is the modified Bessel equation of order zero, $y''+y'/x-y=0$. Two independent solutions are

$$I_0(x)=\sum_{k=0}^\infty\frac{(x^2/4)^k}{(k!)^2},\qquad K_0(x)=\int_0^\infty e^{-x\cosh s}\,ds .$$

For the series, $y''+y'/x$ turns $c_kx^{2k}$ into $4k^2c_kx^{2k-2}$, and the coefficients obey $4k^2c_k=c_{k-1}$, as required. For the integral, inserting it in the equation produces the integrand

$$\left(\sinh^2 s-\frac{\cosh s}{x}\right)e^{-x\cosh s}=-\frac1x\frac{d}{ds}\left(\sinh s\,e^{-x\cosh s}\right),$$

whose integral vanishes because the bracket on the right is zero at both limits. We define $I_1=I_0'$ and $K_1=-K_0'$. Both are positive for $x>0$. (Bessel functions carry a subscript; $I$ and $I(r)$ are currents.)

At the centre of the disc no current has yet been collected, so $I(r)\to0$ as $r\to0$. The solution $K_0$ violates this: $K_1(x)$ behaves as $1/x$ at small $x$, so $ru'$ would tend to a non-zero constant, which describes a point source at the centre. Thus $u=A\,I_0(r/L)$, and (3) gives $I(r)=(2\pi r/R_{sk})(A/L)I_1(r/L)$. At the edge $r=a$ this current is the full $I$. Dividing $u(a)$ by it removes $A$:

$$\frac{V_d-V(a)}{I}=\frac{R_{sk}L}{2\pi a}\,\frac{I_0(a/L)}{I_1(a/L)}.\tag{5}$$

Under the ring, current passes from film to metal. Put $w=V-V_r>0$. Now the sheet loses current, and $dV/dr=w'$, so both signs in (3) are reversed:

$$\frac{dI}{dr}=-\frac{2\pi r}{\rho_c}w,\qquad I(r)=-\frac{2\pi r}{R_{sk}}w'.\tag{6}$$

Eliminating $I(r)$ gives (4) again, with $w$ in place of $u$. The origin is outside this region, so both Bessel functions are allowed. The outer rim passes no current, which requires $w'(c)=0$. For $w=AI_0(r/L)+BK_0(r/L)$ this means $AI_1(c/L)=BK_1(c/L)$, satisfied by

$$w=D\left[K_1(c/L)\,I_0(r/L)+I_1(c/L)\,K_0(r/L)\right].$$

Its derivative is $w'=(D/L)[K_1(c/L)I_1(r/L)-I_1(c/L)K_1(r/L)]$. The current entering at $r=b$ is $I=-(2\pi b/R_{sk})w'(b)$. Therefore

$$\frac{V(b)-V_r}{I}=\frac{R_{sk}L}{2\pi b}F,\qquad
F=\frac{K_0(\beta)I_1(\gamma)+I_0(\beta)K_1(\gamma)}{K_1(\beta)I_1(\gamma)-I_1(\beta)K_1(\gamma)},\tag{7}$$

with $\beta=b/L$ and $\gamma=c/L$.

The film potential is continuous at $a$ and $b$, since a jump would demand an infinite sheet current. The three voltage drops therefore add:

$$R=\frac{R_s}{2\pi}\ln\frac ba+\frac{R_{sk}L}{2\pi a}\frac{I_0(a/L)}{I_1(a/L)}+\frac{R_{sk}L}{2\pi b}F.\tag{8}$$

When the ring is much wider than $L$, the ratio $K_1(\gamma)/I_1(\gamma)$ is negligible beside both $K_0(\beta)/I_0(\beta)$ and $K_1(\beta)/I_1(\beta)$. Dividing numerator and denominator of $F$ by $I_1(\gamma)$ then leaves

$$F\to\frac{K_0(b/L)}{K_1(b/L)}.\tag{9}$$

If also $R_{sk}=R_s$, all three terms share the prefactor $R_s/2\pi$:

$$R=\frac{R_s}{2\pi}\left[\ln\frac ba+\frac La\frac{I_0(a/L)}{I_1(a/L)}+\frac Lb\frac{K_0(b/L)}{K_1(b/L)}\right].$$

In the opposite case, a ring much narrower than $L$, $w$ hardly varies across the ring. Integrating the first relation of (6) from $b$ to $c$ gives $I\approx w\pi(c^2-b^2)/\rho_c$, so the ring term becomes $\rho_c$ divided by the ring area.

When $L$ is much shorter than $a$ and $b$, (8) takes a simpler form. Writing the Bessel equation for $I_0$ in terms of $I_1$ gives $I_1'=I_0-I_1/x$. The ratio $G=I_0/I_1$ then obeys

$$G'=\frac{I_0'}{I_1}-\frac{I_0I_1'}{I_1^2}=1-G^2+\frac Gx.$$

At large $x$ the term $y'/x$ is small, the growing solution approaches an exponential, and $G\to1$. Insert $G=1+\alpha/x+\eta/x^2+\dots$. The terms in $1/x$ give $0=-2\alpha+1$, so $\alpha=1/2$. Those in $1/x^2$ give $-\alpha=-\alpha^2-2\eta+\alpha$, so $\eta=3/8$.

For $H=K_0/K_1$, the same equation gives $K_1'=-K_0-K_1/x$ and hence $H'=-1+H^2+H/x$. The analogous expansion has $0=2\alpha+1$ and $-\alpha=\alpha^2+2\eta+\alpha$, so $\alpha=-1/2$ and $\eta=3/8$. Thus

$$\frac{I_0}{I_1}\approx1+\frac1{2x}+\frac3{8x^2},\qquad \frac{K_0}{K_1}\approx1-\frac1{2x}+\frac3{8x^2}.$$

Use $R_{sk}L=\sqrt{\rho_cR_{sk}}$ and $R_{sk}L^2=\rho_c$. For a wide ring, through second order in $L$,

$$R\approx\frac{R_s}{2\pi}\ln\frac ba+\frac{\sqrt{\rho_cR_{sk}}}{2\pi}\left(\frac1a+\frac1b\right)+\frac{\rho_c}{4\pi}\left(\frac1{a^2}-\frac1{b^2}\right).\tag{10}$$

The first-order term is that of two straight contacts of widths $2\pi a$ and $2\pi b$. Curvature raises the disc term, because current under the disc is confined to ever smaller circles, and lowers the ring term, because there the circles grow.

Equation (10) also shows what a measurement can determine. At first order the contacts enter through the product $\rho_cR_{sk}$ alone. If the data are analysed with $R_{sk}=R_s$ while in truth $R_{sk}=kR_s$, the inferred contact resistivity is $k\rho_c$ at this order. The last term of (10) contains $\rho_c$ by itself, but its ratio to the first-order term is only $(L/2)(1/a-1/b)$, which is 0.026 for the example below.

The opposite limit, a disc much smaller than $L$, follows from the series $I_0\approx1+x^2/4$ and $I_1\approx(x/2)(1+x^2/8)$. Their ratio is $2/x+x/4$ to this order, and (5) becomes

$$\frac{V_d-V(a)}{I}\approx\frac{R_{sk}}{2\pi x}\left(\frac2x+\frac x4\right)=\frac{\rho_c}{\pi a^2}+\frac{R_{sk}}{8\pi},\qquad x=\frac aL.$$

The first part is the interface resistance of the whole disc area. The second is the sheet loss for uniform injection: then $I(r)=Ir^2/a^2$, and the dissipated power is

$$\int_0^a\frac{R_{sk}I(r)^2}{2\pi r}\,dr=\frac{R_{sk}I^2}{2\pi a^4}\int_0^a r^3\,dr=\frac{R_{sk}}{8\pi}I^2.$$

For an example take a heavily doped n-type silicon layer 200 nm thick, with $R_s=R_{sk}=100\ \Omega$ per square and $\rho_c=10^{-5}\ \Omega\,\mathrm{cm^2}$. These are rough values. The radii are $a=20$, $b=30$ and $c=60\ \mathrm{\mu m}$. Since $1\ \mathrm{cm^2}=10^8\ \mathrm{\mu m^2}$, $\rho_c=1000\ \Omega\,\mathrm{\mu m^2}$ and

$$L=\sqrt{1000/100}\ \mathrm{\mu m}=3.162\ \mathrm{\mu m},\qquad \frac aL=6.325,\qquad\frac bL=9.487.$$

The Bessel ratios are $I_0/I_1=1.0904$ and $K_0/K_1=0.9511$. With $R_s/2\pi=15.9155\ \Omega$, the three terms are

$$\begin{aligned}
\text{gap:}\quad&15.9155\times0.40547=6.453\ \Omega,\\
\text{disc:}\quad&15.9155\times\frac{3.1623}{20}\times1.0904=2.744\ \Omega,\\
\text{ring:}\quad&15.9155\times\frac{3.1623}{30}\times0.9511=1.596\ \Omega.
\end{aligned}$$

Their sum is $R=10.79\ \Omega$, or $0.01079\ \mathrm{k\Omega}$. The contacts supply 40% of it. The finite width of the ring changes the ring term by only about one part in $10^8$. If the ring were $5\ \mathrm{\mu m}$ wide, with all else fixed, its term would be $1.743\ \Omega$, 9% above the wide-ring value.

A distant rim matters little because the current leaves the film within a few transfer lengths of the contact edge. From the solutions above, the fraction still in the film is $rI_1(r/L)/[aI_1(a/L)]$ under the disc and $rK_1(r/L)/[bK_1(b/L)]$ under a wide ring. One transfer length inside the contact edge these are 0.3329 and 0.3855, on either side of the straight-contact value $e^{-1}=0.368$.

To see why, eliminate the voltage from (3) instead of the current, which gives $I''-I'/r-I/L^2=0$ for $I(r)$. Setting $I(r)=\sqrt r\,h(r)$ removes the first derivative:

$$h''-\left(\frac1{L^2}+\frac3{4r^2}\right)h=0.$$

For $r\gg L$ the function $h$ is nearly exponential, so the current is an exponential times $\sqrt r$. The fractions are then approximately $e^{-1}\sqrt{(a-L)/a}=0.338$ and $e^{-1}\sqrt{(b+L)/b}=0.387$, close to the full values.

The first two terms of (10) give $10.65\ \Omega$, 1.3% below the full $R$; all three give $10.76\ \Omega$, 0.3% below. The error in an extracted $\rho_c$ is larger. Suppose $R_s$ is known and the contact part, $10.7926-6.4532=4.3394\ \Omega$, is interpreted by the first-order term, which for the true $\rho_c$ equals $10.6473-6.4532=4.1941\ \Omega$. That term varies as $\sqrt{\rho_c}$, so the inferred value is too large by the factor $(4.3394/4.1941)^2=1.07$.

Treating the structure as a straight strip of width $2\pi a$ is much worse: $R_s(b-a+2L)/(2\pi a)=12.99\ \Omega$, 20% above the circular result. It ignores the widening of the path in both the gap and the outer contact.

As an independent test, the film was divided into narrow rings obeying only local Ohm's law and charge conservation, and the resulting network was solved. For the example it gives $10.7928\ \Omega$ against $10.7926\ \Omega$ from (8). Two further cases test unequal sheet resistances and narrow rings. With $(a,b,c)=(2,5,6)\ \mathrm{\mu m}$, $R_s=100$ and $R_{sk}=250\ \Omega$ per square, and $\rho_c=1000\ \Omega\,\mathrm{\mu m^2}$, network and formula give 135.27 and $135.26\ \Omega$. With $(10,14,15)\ \mathrm{\mu m}$, 100 and $40\ \Omega$ per square, and $4000\ \Omega\,\mathrm{\mu m^2}$, both give $63.67\ \Omega$. The values are listed in the numerical output.

The thin-film assumption can be corrected at leading order. Let the film have thickness $t$, uniform resistivity $R_{sk}t$ and an insulating bottom at $z=0$. Beneath the ring, the upward current density grows from zero at the bottom to $J$ at the top; with nearly uniform lateral loss it is $Jz/t$. The potential at depth coordinate $z$ exceeds that at the top by

$$R_{sk}t\int_z^t\frac{Jz'}{t}\,dz'=\frac{R_{sk}J}{2}(t^2-z^2),$$

whose average over the depth is $R_{sk}t^2J/3$. The sheet equation uses the average potential, so this drop adds to the interface drop $\rho_cJ$. Under the disc all signs reverse and the resistance is the same. Hence

$$\rho_c\to\rho_c+\frac{R_{sk}t^2}{3}\qquad(t\ll L).$$

Here the addition is $100\times0.2^2/3=1.33\ \Omega\,\mathrm{\mu m^2}$ on top of 1000. It raises $R$ by $3.02\ \mathrm{m\Omega}$; a network resolved in both $r$ and $z$, with ten layers in depth, gives $2.99\ \mathrm{m\Omega}$, a value that falls by about $0.02\ \mathrm{m\Omega}$ when the depth is fully resolved. Either is about 0.03% of $R$.

Of the three corrections computed here for the example, those for film thickness, metal resistance and depletion, the one for metal resistance is the largest with the probes chosen here. Give the metal $0.1\ \Omega$ per square, and let the same probes carry the current and sense the voltage: one of radius $5\ \mathrm{\mu m}$ at the disc centre, and one about $10\ \mathrm{\mu m}$ square on one side of the ring. A network in radius and angle then shows an increase of $0.097\ \Omega$, or 0.9% of $R$, over nearly ideal metal; halving its cell size in both directions lowers the increase to $0.095\ \Omega$, so the last digit is not converged; the converged increase is near $0.094\ \Omega$, still 0.9% of $R$. The increase arises in the model because the disc current spreads through metal and the ring current must travel around the ring to a single probe. It belongs to this probe arrangement: with a ring probe $10\ \mathrm{\mu m}$ wide that reaches all the way round, it would be only about $0.02\ \Omega$, less than the effect of depletion.

Depletion beneath the metal is next. A mobility of roughly $100\ \mathrm{cm^2/Vs}$ implies an electron density $n=1/(q\mu R_st)=3.1\times10^{19}\ \mathrm{cm^{-3}}$, where $q$ is the elementary charge. Take the donor density equal to $n$ and the layer next to the metal as empty of electrons to depth $d$. Integrating Poisson's equation twice gives a band bending $\phi=qnd^2/(2\varepsilon)$. With $\phi=0.6\ \mathrm V$ and permittivity $\varepsilon=11.7\,\varepsilon_0$, $d=5.0\ \mathrm{nm}$. The remaining conducting thickness raises $R_{sk}$ to $100\times200/(200-5.0)=102.6\ \Omega$ per square. At fixed $\rho_c$ this adds $0.053\ \Omega$, or 0.5% of $R$.

At 1 mA the total voltage is 10.8 mV, and 2.7 mV appears across the interface at the disc edge, where it is greatest under the disc. This is well below $k_BT/q=25.9\ \mathrm{mV}$ at 300 K. That comparison suggests a linear interface but does not prove it, since the current–voltage law of a tunnelling contact is not calculated here. Tunnelling and degeneracy enter through the given $\rho_c$ and $R_s$.

The largest gap field, $IR_s/(2\pi a)$, is $8.0\ \mathrm{V/cm}$. The drift velocity is then about $8\times10^{-5}$ of a rough saturation velocity of $10^7\ \mathrm{cm/s}$, and breakdown in the gap is remote (the built-in field in the depleted layer under the metal, about $2\phi/d=2.4\times10^6\ \mathrm{V/cm}$, is far larger and belongs to the contact barrier, which enters here only through $\rho_c$). The heat $I^2R$ is $10.8\ \mathrm{\mu W}$. If it spreads from a hemisphere of radius $a$ into silicon of conductivity $\kappa\approx150\ \mathrm{W/(m\,K)}$, the flux $I^2R/(2\pi r^2)=-\kappa\,dT/dr$ integrates to a rise of $I^2R/(2\pi\kappa a)\approx0.6\ \mathrm{mK}$.

Set beside real devices, the chosen $\rho_c$ is high: contacts in advanced silicon transistors are made with values a thousand or more times smaller. At $10^{-8}\ \Omega\,\mathrm{cm^2}$, with the other inputs fixed, $L$ would be $0.1\ \mathrm{\mu m}$ and the first-order contact part only $4.19/\sqrt{1000}=0.13\ \Omega$, comparable with the metal contribution found above. The film would also be thicker than $L$, so the sheet model itself would fail: resolving the depth of a uniform film raises the contact part to about $0.19\ \Omega$. The assumption $R_{sk}=R_s$ is broken when a silicide contact consumes part of the doped layer. If $R_{sk}$ doubled at fixed $\rho_c$, the contact part would grow by a factor of nearly $\sqrt2$; (8) gives an increase of $1.7\ \Omega$, or 16% of the example's $R$. That is far more than any of the other corrections estimated here, and one structure cannot separate $R_{sk}$ from $\rho_c$. It must be known independently or fitted with (8) to structures of different radii, which works well when one disc is comparable with $L$. For true values $R_{sk}=200\ \Omega$ per square and $\rho_c=1000\ \Omega\,\mathrm{\mu m^2}$, with the same gap and ring width as above, a 1% error in the contact resistance of the smaller structure shifts the fitted $R_{sk}$ by about 1% for discs of radius 20 and $2\ \mathrm{\mu m}$, but by about 13% for 20 and $10\ \mathrm{\mu m}$.

## Computed values

```
radii a, b, c: 20, 30, 60 um
sheet resistance: 100 ohm/sq; film 200 nm
contact resistivity: 1.0e-05 ohm cm2
transfer length L: 3.1623 um
a/L, b/L, c/L: 6.3246, 9.4868, 18.9737
I0/I1 at a/L: 1.09036
K0/K1 at b/L: 0.95107
Rs/(2 pi): 15.9155 ohm; ln(b/a): 0.40547
gap term: 6.4532 ohm
disc term: 2.7439 ohm
ring term: 1.5956 ohm
total R: 10.7926 ohm = 0.010793 kohm
finite/infinite ring term minus 1: 1.2e-08
ring term if ring is 5 um wide: 1.7427 ohm
current fraction at r=a-L: 0.3329
current fraction at r=b+L: 0.3855
approximation to first order in L: 10.6473 ohm
approximation to second order in L: 10.7578 ohm
straight strip of width 2 pi a: 12.9907 ohm
case 1 a,b,c [um]; Rs,Rsk [ohm/sq]; rho_c [ohm um2]: 20 30 60 100 100 1000
case 1 network, formula: 10.79283, 10.79260 ohm
case 2 a,b,c [um]; Rs,Rsk [ohm/sq]; rho_c [ohm um2]: 2 5 6 100 250 1000
case 2 network, formula: 135.26607, 135.25549 ohm
case 3 a,b,c [um]; Rs,Rsk [ohm/sq]; rho_c [ohm um2]: 10 14 15 100 40 4000
case 3 network, formula: 63.67313, 63.67285 ohm
thickness shift, r-z network: 2.990 mohm
thickness shift, formula: 3.016 mohm
metal sheet 0.10 ohm/sq, probe half-width 5 um
ideal-metal r-angle network: 10.8063 ohm
metal shift: 0.0969 ohm = 0.90 %
mobility: 100 cm2/Vs; density: 3.12e+19 cm-3
band bending: 0.6 V; permittivity ratio 11.7
depletion width: 4.99 nm; Rsk 102.56 ohm/sq
depletion shift: 0.0528 ohm = 0.49 %
current: 1 mA; voltage: 10.793 mV
voltage across disc contact edge: 2.744 mV
kT/q at 300 K: 25.85 mV
largest gap field: 7.958 V/cm
drift/saturation velocity: 8.0e-05 (saturation 1e+07 cm/s)
heat: 10.79 uW; substrate 150 W/(m K)
temperature rise: 0.573 mK
```
